# Lateral Image Energy of Charged Defects in a Truncated Monolayer Supercell

A supercell calculation of a charged point defect in a monolayer repeats the defect on a lateral lattice. The energy of this artificial array must be removed to obtain the isolated defect. This problem finds its dependence on the lateral lattice constant $L$.

**Setting.** Each cell, of area $A$, carries one charge $q$ at height $z_0$ in a neutral insulating layer surrounded by vacuum. The layer responds linearly, with local permittivities $\varepsilon_\parallel(z)$ in the plane and $\varepsilon_\perp(z)$ across it, both equal to 1 outside. It has no free carriers. The defect charge is thin along $z$ and laterally Gaussian with width $w$, so its squared form factor is $F(k)=e^{-k^2w^2}$. The Coulomb kernel is cut at $|z|=z_c=L_z/2$, where $L_z$ is the cell height. All charge lies within a thickness smaller than $z_c$, so vertical images do not interact.

## (a) What replaces the divergent term?

*Find the truncated kernel in reciprocal space, treat its divergence at zero lateral wavevector, and write the interaction energy per cell.*

**Solution.** The lateral Fourier transform of $1/(4\pi\varepsilon_0r)$ is $e^{-k|z|}/(2\varepsilon_0k)$. Transforming along $z$ between $\pm z_c$ gives

$$v(k,g)=\frac{1}{\varepsilon_0k}\,\mathrm{Re}\int_0^{z_c}e^{-(k-ig)z}dz
=\frac{k-e^{-kz_c}(k\cos gz_c-g\sin gz_c)}{\varepsilon_0k(k^2+g^2)} .$$

Since $g=2\pi n/L_z$, we have $\sin gz_c=0$ and

$$v(k,g)=\frac{1-e^{-kz_c}\cos gz_c}{\varepsilon_0(k^2+g^2)} .$$

For small $k$, $e^{-k|z|}/(2\varepsilon_0k)=1/(2\varepsilon_0k)-|z|/(2\varepsilon_0)+\dots$ The first term is a divergent constant, present because the cell has a net charge. The convention here is to drop it and keep the second:

$$v(0,g)=-\frac1{\varepsilon_0}\int_0^{z_c}z\cos gz\,dz=\frac{1-\cos gz_c}{\varepsilon_0g^2},\qquad v(0,0)=-\frac{z_c^2}{2\varepsilon_0}.$$

Let $W(k)$ be the screened potential at the defect height for lateral wavevector $k$, and $\phi_0$ its finite counterpart at zero wavevector. In linear response the energy is half the defect charge times the total potential. Subtracting the isolated defect gives

$$E(L)=\frac q2\left\{\frac1A\Big[\sum_{G\ne0}W(G)F(G)+\phi_0\Big]-\int\!\frac{d^2k}{(2\pi)^2}W(k)F(k)\right\}.\tag{1}$$

The convention matters. If $v(0,0)$ is set to zero, the potential rises by $(q/AL_z)(L_z^2/8\varepsilon_0)$ and the energy by $q^2L_z/(16\varepsilon_0A)$. At fixed $L_z$ this varies as $L^{-2}$, but if $L_z$ grows in proportion to $L$ it varies as $1/L$ and contaminates the term sought.

## (b) How does the layer screen long waves?

*Find $W(k)$ through order $k^0$ for any layer profile, and find $\phi_0$.*

**Solution.** Gauss's law for lateral wavevector $k$ reads

$$-(\varepsilon_\perp\phi')'+k^2\varepsilon_\parallel\phi=\frac{q}{\varepsilon_0}\delta(z-z_0).\tag{2}$$

Let the layer lie inside $|z|<h$. Outside, $\phi$ decays as $e^{-k|z|}$, so $\phi'(\pm h)=\mp k\phi(\pm h)$. Integrating (2) from $-h$ to $h$ gives

$$k[\phi(h)+\phi(-h)]+k^2\int_{-h}^{h}\varepsilon_\parallel\phi\,dz=\frac q{\varepsilon_0}.\tag{3}$$

Insert $\phi=C/k+\phi_1(z)+O(k)$. The leading coefficient $C$ is independent of $z$, because at order $1/k$ equation (2) has no source and the boundary slopes vanish. At order $k^0$, (3) gives $2C=q/\varepsilon_0$, so

$$C=\frac q{2\varepsilon_0}.$$

No permittivity of the layer appears. The in-plane field is proportional to $k\phi$ and the polarization charge to $k^2\phi$, one power of $k$ smaller than the term $k\phi$ carried by the vacuum field.

At order $k$, (3) gives $\phi_1(h)+\phi_1(-h)=-C\int_{-h}^h\varepsilon_\parallel dz$. At order $k^0$, (2) gives $\varepsilon_\perp\phi_1'=-C\,\mathrm{sgn}(z-z_0)$. Integrating this slope from $z_0$ to each face and adding,

$$\phi_1(h)+\phi_1(-h)=2\phi_1(z_0)-C\int_{-h}^h\frac{dz}{\varepsilon_\perp}.\tag{4}$$

Equating the two expressions yields

$$W=C\left(\frac1k-a+\dots\right),\qquad a=\frac12\int\left(\varepsilon_\parallel-\frac1{\varepsilon_\perp}\right)dz .$$

At zero wavevector the potential comes from the kernel $-|z-z'|/(2\varepsilon_0)$ acting on free and bound charge. The bound charge sums to zero and has some dipole $p$. Hence

$$\phi(h)=-\frac{q(h-z_0)-p}{2\varepsilon_0},\qquad \phi(-h)=-\frac{q(h+z_0)+p}{2\varepsilon_0},$$

whose sum is $-2hC$. The slope inside is the same as before, so (4) still applies, with $\phi$ in place of $\phi_1$:

$$\phi_0=-\frac C2\int\left(1-\frac1{\varepsilon_\perp}\right)dz .$$

## (c) What is the leading term, and what is its constant?

*Evaluate the contribution of $C/k$ to (1) for hexagonal and square lattices.*

**Solution.** For a function $f(k)$ define

$$\Delta[f]=\frac1A\sum_{G\ne0}f(G)-\int\frac{d^2k}{(2\pi)^2}f(k),$$

with a common convergence factor at large $k$, removed at the end. Poisson summation, $A^{-1}\sum_Gf(G)=\sum_R\tilde f(R)$, where $\tilde f$ is the inverse transform, gives for $f$ finite at $k=0$

$$\Delta[f]=\sum_{R\neq0}\tilde f(R)-\frac{f(0)}A.\tag{5}$$

Define the Madelung constant by $2\pi\Delta[1/k]=-M/L$. The inverse transform of $2\pi/k$ is $1/r$, so $-M/L$ is the sum of $1/R$ over the other sites minus the potential of a uniform neutralizing sheet in the same plane.

To evaluate it, split $1/r=\mathrm{erf}(\eta r)/r+\mathrm{erfc}(\eta r)/r$. From $\mathrm{erf}(\eta r)/r=(2/\sqrt\pi)\int_0^\eta e^{-t^2r^2}dt$ and the transform $(\pi/t^2)e^{-k^2/4t^2}$ of each Gaussian, the substitution $u=k/2t$ gives the transform $2\pi\,\mathrm{erfc}(k/2\eta)/k$. The long-range part is summed over $G\ne0$, and its value at $r=0$, $2\eta/\sqrt\pi$, is subtracted. The short-range part has transform $2\pi\,\mathrm{erf}(k/2\eta)/k\to2\sqrt\pi/\eta$ at $k=0$, and (5) applies. Therefore

$$-\frac ML=\sum_{R\ne0}\frac{\mathrm{erfc}(\eta R)}R+\frac{2\pi}A\sum_{G\ne0}\frac{\mathrm{erfc}(G/2\eta)}G-\frac{2\sqrt\pi}{A\eta}-\frac{2\eta}{\sqrt\pi}.\tag{6}$$

A closed form follows from $Z(s)=\sum_{R\ne0}(L/R)^{2s}$. In units $L=1$, for $s>1$,

$$\Gamma(s)Z(s)=\int_0^\infty t^{s-1}\Big[\sum_Re^{-tR^2}-1\Big]dt .$$

Below $t=\eta^2$ replace the sum by its Poisson form $(\pi/At)\sum_Ge^{-G^2/4t}$. The $G=0$ term and the $-1$ integrate to $(\pi/A)\eta^{2s-2}/(s-1)-\eta^{2s}/s$; everything else converges for any $s$ away from the poles. Setting $s=\tfrac12$ and dividing by $\Gamma(\tfrac12)=\sqrt\pi$ reproduces the four terms of (6) one by one. Hence $M=-Z(\tfrac12)$, by analytic continuation.

Number theory supplies the number of lattice vectors of each length, a result used here without proof. It gives $Z=6\zeta(s)\beta_3(s)$ for the hexagonal and $4\zeta(s)\beta_4(s)$ for the square lattice, with $\beta_3=1-2^{-s}+4^{-s}-5^{-s}+\dots$ and $\beta_4=1-3^{-s}+5^{-s}-7^{-s}+\dots$ Thus

$$M_{\rm hex}=-6\zeta(\tfrac12)\beta_3(\tfrac12)=4.2134,\qquad M_{\rm sq}=-4\zeta(\tfrac12)\beta_4(\tfrac12)=3.9003 .$$

Formula (6), which does not need the counting rule, agrees with both within $10^{-10}$ for $\eta L=1.5$ and $2.2$. Referred to $\sqrt A$ instead of $L$, the hexagonal value is 3.9210.

The energy is $\tfrac q2C\,\Delta[1/k]=\tfrac q2\cdot\tfrac q{2\varepsilon_0}\cdot\left(-\tfrac M{2\pi L}\right)$, so

$$\boxed{E_1=-\frac{Mq^2}{8\pi\varepsilon_0L}}$$

No background charge is present in the model, but in the plane, dropping the divergent constant acts like a uniform neutralizing sheet. The sign is negative because this sheet also fills the region around each charge, where no other charge of the array lies. A reciprocal sum with the kernel of part (a), for Gaussian charges of width 0.2 nm in vacuum with $L=3$ nm and $L_z=4$ nm, returns $M=4.21342264$, equal to the closed form to the digits shown.

## (d) Where does the layer enter?

*Find the next two terms.*

**Solution.** Write $WF/C=1/k-a+bk+\dots$ The form factor changes $b$ but not $a$. By (5), the constant $-a$ contributes $+a/A$ through the missing $G=0$ term. Adding $\phi_0/C$ from (1),

$$\frac1A\left(a+\frac{\phi_0}C\right)=\frac1{2A}\int\left[\varepsilon_\parallel-\frac1{\varepsilon_\perp}-1+\frac1{\varepsilon_\perp}\right]dz=\frac\alpha{2A},\qquad \alpha=\int(\varepsilon_\parallel-1)\,dz .$$

The out-of-plane response cancels, and $z_0$ appears in neither part. Multiplication by $qC/2=q^2/(4\varepsilon_0)$ gives

$$E_2=+\frac{q^2\alpha}{8\varepsilon_0A}.$$

For the term $bk$, write $k=k^2(1/k)$. Its inverse transform is $-\nabla^2[1/(2\pi R)]=-1/(2\pi R^3)$, because $\nabla^2R^{-1}=R^{-3}$ in two dimensions. With $S_3=\sum_{R\ne0}(L/R)^3$,

$$E_3=-\frac{q^2bS_3}{8\pi\varepsilon_0L^3}.$$

Even powers of $k$ are smooth at the origin and produce no power-law tail. The ratio $|E_2/E_1|=\pi\alpha L/(MA)$ shows when the leading term may stand alone: $L$ must greatly exceed $\alpha$, not merely the layer thickness.

## (e) Does the law hold in supercells of ordinary size?

*Take a uniform slab of thickness $d=0.60$ nm with $\varepsilon_\parallel=15$, $\varepsilon_\perp=6$, $z_0=0.16$ nm, $w=0.15$ nm, $|q|=e$, and hexagonal cells built from a lattice constant of 0.32 nm. Compare the expansion with (1).*

**Solution.** Equation (1) needs $W$ at all $k$. Inside the slab, solutions vary as $e^{\pm sz}$ with $s=k\sqrt{\varepsilon_\parallel/\varepsilon_\perp}$. Put $\kappa=\sqrt{\varepsilon_\parallel\varepsilon_\perp}$, so $\varepsilon_\perp s=\kappa k$. At a face, an outgoing amplitude $U$ and a returning amplitude $V$ obey $\kappa(U-V)=U+V$, so $V=\rho U$ with $\rho=(\kappa-1)/(\kappa+1)$. Seen from the defect, the two faces return fractions $r_\pm=\rho e^{-s(d\mp2z_0)}$. Continuity of $\phi$ and the jump of $\varepsilon_\perp\phi'$ at $z_0$ give

$$\kappa kW\left[\frac{1-r_+}{1+r_+}+\frac{1-r_-}{1+r_-}\right]=\frac q{\varepsilon_0}
\;\Rightarrow\;
W=\frac{q}{2\varepsilon_0\kappa k}\,\frac{(1+r_+)(1+r_-)}{1-r_+r_-}.$$

The expansion parameters are $\alpha=0.60\times14=8.40$ nm, $b=20.066$ nm² and $S_3=11.034$. With $e^2/(4\pi\varepsilon_0)=1.43996$ eV nm and $A=\tfrac{\sqrt3}2L^2$,

- $E_1L=-\tfrac12(4.2134)(1.43996)=-3.034$ eV nm
- $E_2L^2=\tfrac\pi2(1.43996)(8.40)/0.8660=21.94$ eV nm²
- $E_3L^3=-\tfrac12(1.43996)(20.066)(11.034)=-159.4$ eV nm³

Energies in eV:

| $L$ (nm) | Eq. (1) | $E_1$ | $E_1+E_2$ | three terms |
|---|---|---|---|---|
| 3.20 | −0.461 | −0.948 | 1.195 | −3.670 |
| 6.40 | −0.263 | −0.474 | 0.062 | −0.546 |
| 12.80 | −0.1591 | −0.2370 | −0.1031 | −0.1791 |
| 32.00 | −0.0779 | −0.0948 | −0.0734 | −0.0782 |
| 128.00 | −0.0224 | −0.0237 | −0.0224 | −0.0224 |

At 3.20 nm, a $10\times10$ cell, the leading term is about twice the full result. Adding terms makes matters worse, since $L$ is smaller than $\alpha$ and the expansion is outside its range. The leading term comes within 10% of the full result only at $L\approx72$ nm. A straight line in $1/L$ through the $8\times8$ and $12\times12$ cells would suggest $M=1.91$, less than half the true constant.

At large $L$ the law is recovered. Between 128 and 256 nm the remainder after two terms falls by a factor 7.96, close to the 8 expected of $L^{-3}$. Eliminating the $L^{-2}$ term from these two energies gives $M=4.207$. For this model at ordinary cell sizes, the correction should therefore be evaluated from (1): for the $10\times10$ cell, 0.46 eV is added to the periodic energy. The electron reservoir must be referred to the same zero of potential.

## (f) What changes outside the model?

*Replace the vacuum by half-spaces $\varepsilon_1,\varepsilon_2$, then add mobile carriers. Assess the example as a model of a real channel.*

**Solution.** With half-spaces, the first term of (3) becomes $k[\varepsilon_2\phi(h)+\varepsilon_1\phi(-h)]$. Hence $C=q/[\varepsilon_0(\varepsilon_1+\varepsilon_2)]$, and $E_1$ is divided by $(\varepsilon_1+\varepsilon_2)/2$. The surroundings screen the leading term although the layer does not.

For nondegenerate carriers of density $n$ at temperature $T$, linear response in a thin sheet adds the charge $-(e^2n/k_BT)\phi$. Neglecting the layer's own polarization, $2\varepsilon_0k\phi=q-(e^2n/k_BT)\phi$, so

$$W=\frac q{2\varepsilon_0(k+1/\ell)},\qquad \ell=\frac{2\varepsilon_0k_BT}{e^2n}.$$

This is finite at $k=0$: the $1/k$ term, and with it the $1/L$ law, disappears for $L\gg\ell$.

The slab parameters are rough typical values for monolayer MoS₂, with the defect at about the height of a sulfur vacancy. A transistor channel that lies on a dielectric and contains carriers departs from the model in both ways. A substrate with $\varepsilon=3.9$ on one side, thick enough to count as a half-space, multiplies the leading coefficient by 0.408, from −3.03 to −1.24 eV nm. A metal gate behind an oxide of thickness $t$ and permittivity $\varepsilon_{\rm ox}$ makes $W$ finite at $k=0$, so no divergent constant remains to be dropped. For a thin sheet the zero-wavevector term is the charging energy $q^2t/(2\varepsilon_0\varepsilon_{\rm ox}A)$. If it is kept, it outweighs the $1/L$ term for $L$ below $t$ and the energy of the array is positive. If it is left out, the $1/L$ law holds for $L\ll t$, begins to fail when $L$ becomes comparable to $t$, and is lost when $L$ greatly exceeds it. At 300 K and $n=10^{12}$ cm⁻², $\ell=0.29$ nm. The density is 0.09 of the degeneracy density $4mk_BT/(2\pi\hbar^2)$, taken for two spins, two valleys and a rough mass $m=0.5\,m_e$, so nondegenerate statistics are reasonable, but $\ell$ is far below the mean carrier spacing $n^{-1/2}=10$ nm. It is also far below $\alpha$, so the layer's own polarization cannot be neglected here and widens the region that holds most of the screening charge. The linear estimate thus signals strong screening without giving its value.

Other uncertainties for the $10\times10$ cell are smaller. Raising $\varepsilon_\parallel$ by 10% changes $E$ by 17 meV, and moving the defect to mid-plane changes it by 5 meV. A defect state of depth $D$ decays as $e^{-\lambda r}$ with $\lambda=\sqrt{2mD}/\hbar$, so overlap of neighbouring defect states has the scale $De^{-\lambda L}$. For a rough depth of 0.5 eV and mass of $0.5\,m_e$ this exponential is of order 0.1 meV; the prefactor and the six neighbours raise the width of the defect band to about 1 meV for a point-like binding potential and to a few meV for a wider one.

The net charge also produces a vacuum field $e/(2\varepsilon_0A)=10.2$ MV/cm. For a negative defect this field pushes electrons outward. With a rough binding of 4 eV, the vacuum becomes favourable for a first small fraction of the charge about 4 nm from the layer. Since the vacuum extends only to $L_z/2$, this requires a cell height of at least about 8 nm, and somewhat more once the confinement energy of an electron at the cell edge is counted. The field weakens as charge leaves, so a cell somewhat taller than that loses only part of its charge to the vacuum region. With $L_z=2$ nm the vacuum field acting over the whole half-height $L_z/2$ would give a drop of 1.0 V. Screening inside the layer makes the actual drop from its centre to the cell edge smaller, so it stays below that binding. In the same cell, zeroing $v(0,0)$ would shift the energy by 0.26 eV, more than half of the correction itself. The numerical output lists further cell sizes.

## Values computed for the example and the checks

```
M hexagonal, closed form (per L): 4.21342264
M hexagonal, damped direct sum: 4.21340
M hexagonal, referred to sqrt(A): 3.921032
M square, closed form (per L): 3.90026492
M square, damped direct sum: 3.90024
M from 3D truncated-kernel cell, hexagonal: 4.21342264
M from 3D truncated-kernel cell, square: 3.90026492
M from layer energies at 128 and 256 nm: 4.2067
Lattice constant: 0.32 nm; thickness: 0.60 nm
eps_par: 15.0; eps_perp: 6.0
Defect height: 0.16 nm; lateral width: 0.15 nm
e^2/(4 pi eps0): 1.439965 eV nm
Sheet polarizability length alpha: 8.400 nm
Screening length a: 4.450 nm
Linear coefficient b: 20.065 nm^2; S3: 11.0342
Coefficient of 1/L: -3.0336 eV nm
Coefficient of 1/L^2: 21.939 eV nm^2
Coefficient of 1/L^3: -159.40 eV nm^3
cells | L (nm) | full model | 1 term | 2 terms | 3 terms (eV)
   6 |    1.92 |  -0.78305 |  -1.57999 |   4.37139 | -18.15010
  10 |    3.20 |  -0.46053 |  -0.94800 |   1.19450 |  -3.67014
  20 |    6.40 |  -0.26314 |  -0.47400 |   0.06163 |  -0.54645
  40 |   12.80 |  -0.15914 |  -0.23700 |  -0.10309 |  -0.17910
 100 |   32.00 |  -0.07785 |  -0.09480 |  -0.07337 |  -0.07824
 200 |   64.00 |  -0.04264 |  -0.04740 |  -0.04204 |  -0.04265
 400 |  128.00 |  -0.02244 |  -0.02370 |  -0.02236 |  -0.02244
Remainder after 2 terms, ratio 128/256 nm: 7.961
L where leading term is 10% too large: 71.6 nm
Apparent M from 8x8 and 12x12 cells: 1.909
10x10 cell: L = 3.20 nm, A = 8.868 nm^2
Cell height for next two lines: 2.0 nm
Shift if G=0 element is zeroed: 0.2551 eV
Potential drop, layer centre to edge: 1.020 V
Vacuum field beside charged layer: 10.20 MV/cm
Rough electron binding: 4.0 eV
Height where drop equals binding: 3.92 nm
Rough defect depth: 0.5 eV; mass: 0.5 m_e
Defect-state overlap energy scale: 0.138 meV
Energy change for eps_par +10%: 16.80 meV
Energy change for defect at mid-plane: 5.10 meV
Substrate eps: 3.9; leading factor: 0.4082
Temperature: 300 K; carrier density: 1.0e+12 cm^-2
Carrier screening length (linear): 0.286 nm
Carrier density / degeneracy density: 0.093
```
